# Mean-Field Second-Layer Nucleation on a Round Island with an Edge Barrier: test program

```python
"""
Second-layer nucleation on a round island: test of the mean-field rate
  Omega = pi g D (F/4D)^(i+1) [ (R^2+2Rs)^(i+2) - (2Rs)^(i+2) ] / (i+2)
R: island radius, s: Ehrlich-Schwoebel length (edge outflow = (D/s) n),
F: flux per area, D: adatom diffusivity, n: adatom density,
i: critical size, g: constant in the areal nucleation rate g D n^(i+1).
Lengths in nm, times in s, energies in eV. The formula is compared with a
finite-volume solution; a lattice island with two walkers then measures
how far the mean-field closure itself is off for i = 1.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.linalg import solve_banded
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve


def formula_rate(R, s, i, F, D, g=1.0):
    bracket = (R**2 + 2*R*s)**(i + 2) - (2*R*s)**(i + 2)
    return np.pi * g * D * (F / (4*D))**(i + 1) * bracket / (i + 2)


def formula_density(r, R, s, F, D):
    return F / (4*D) * (R**2 + 2*R*s - r**2)


def finite_volume(R, s, F, D, cells=2000):
    """Stationary density from flux balance in concentric rings."""
    dr = R / cells
    face = dr * np.arange(cells + 1)
    area = np.pi * (face[1:]**2 - face[:-1]**2)
    link = 2*np.pi * face[1:-1] * D / dr
    edge = 2*np.pi * R * D / (dr/2 + s)
    band = np.zeros((3, cells))
    band[0, 1:] = -link
    band[2, :-1] = -link
    band[1, :-1] += link
    band[1, 1:] += link
    band[1, -1] += edge
    density = solve_banded((1, 1), band, F * area)
    return face[:-1] + dr/2, area, density


def numerical_rate(R, s, i, F, D):
    _, area, density = finite_volume(R, s, F, D)
    return D * np.sum(area * density**(i + 1))


# ---------------- model parameters (round values) ----------------
temperature = 250.0
spacing = 0.28
attempt_rate = 1e13
barrier_diffusion = 0.30
barrier_edge = 0.06
binding_dimer = 0.40
site_flux = 0.01
radius = 4.0

kT = constants.k * temperature / constants.e
site_area = np.sqrt(3)/2 * spacing**2
hop_rate = attempt_rate * np.exp(-barrier_diffusion / kT)
exit_factor = np.exp(-barrier_edge / kT)
D = hop_rate * spacing**2 / 4
F = site_flux / site_area
s = np.pi * spacing / 4 / exit_factor
g1 = hop_rate * site_area / D

# ---------------- profile and rate against finite volumes ----------------
r, _, density = finite_volume(radius, s, F, D)
profile_error = np.max(np.abs(density / formula_density(r, radius, s, F, D) - 1))
assert profile_error < 1e-5
rate_error = 0.0
for i in (1, 2, 3):
    for length in (0.0, 0.5, s, 40.0):
        for R in (2.0, 6.0):
            ratio = (numerical_rate(R, length, i, F, D)
                     / formula_rate(R, length, i, F, D))
            rate_error = max(rate_error, abs(ratio - 1))
assert rate_error < 1e-5


def local_exponent(R, length, i):
    up = numerical_rate(R*1.01, length, i, F, D)
    down = numerical_rate(R/1.01, length, i, F, D)
    return np.log(up/down) / (2*np.log(1.01))


exponents = {}
for i in (1, 2, 3):
    weak = local_exponent(radius, 0.0, i)
    middle = local_exponent(radius, s, i)
    strong = local_exponent(radius, 1e4*radius, i)
    assert abs(weak - (2*i + 4)) < 1e-3
    assert abs(strong - (i + 3)) < 1e-2
    exponents[i] = (weak, middle, strong)
    base = numerical_rate(radius, s, i, F, D)
    assert abs(numerical_rate(radius, s, i, 2*F, D)/base/2**(i+1) - 1) < 1e-6
    assert abs(numerical_rate(radius, s, i, F, 2*D)/base*2**i - 1) < 1e-6


# ---------------- cluster law by enumeration of a lattice gas ----------------
def cluster_densities(fugacity, bond, side=4, most=4):
    """Clusters of 1, 2, 3 atoms per site on a periodic square lattice."""
    near = {}
    for a in range(side):
        for b in range(side):
            near[a*side + b] = {((a+1) % side)*side + b, ((a-1) % side)*side + b,
                                a*side + (b+1) % side, a*side + (b-1) % side}
    partition, totals = 0.0, np.zeros(most + 1)
    for number in range(most + 1):
        for atoms in combinations(range(side*side), number):
            left = set(atoms)
            bonds = sum(len(near[a] & left) for a in atoms) / 2
            weight = fugacity**number * np.exp(bond*bonds)
            partition += weight
            while left:
                stack, size = [left.pop()], 0
                while stack:
                    found = near[stack.pop()] & left
                    left -= found
                    stack.extend(found)
                    size += 1
                totals[size] += weight
    return totals[1:4] / partition / side**2


bond = 2.0
single, double, triple = cluster_densities(1e-6, bond)
assert abs(double / (2*np.exp(bond)*single**2) - 1) < 2e-3
assert abs(triple / (6*np.exp(2*bond)*single**3) - 1) < 2e-3
dense = cluster_densities(2e-6, bond)
cluster_powers = np.log(dense[1:]/[double, triple]) / np.log(dense[0]/single)


# ---------------- lattice island ----------------
def lattice_island(R):
    """Neighbour table (-1 = beyond the edge) and one-walker loss matrix,
    in units of the hop rate, for a disk cut from a triangular lattice."""
    n = int(1.3*R/spacing) + 3
    p, q = np.meshgrid(np.arange(-n, n+1), np.arange(-n, n+1), indexing="ij")
    inside = (p*p + p*q + q*q) * spacing**2 <= R**2
    index = -np.ones(p.shape, dtype=int)
    index[inside] = np.arange(inside.sum())
    a, b = np.nonzero(inside)
    steps = [(1, 0), (-1, 0), (0, 1), (0, -1), (1, -1), (-1, 1)]
    near = np.stack([index[a+da, b+db] for da, db in steps], axis=1)
    sites = len(a)
    row, col = np.nonzero(near >= 0)
    hops = coo_matrix((np.full(len(row), 1/6), (row, near[row, col])),
                      shape=(sites, sites)).tocsr()
    outward = (near < 0).sum(axis=1)
    loss = diags((6 - outward + exit_factor*outward)/6) - hops
    return near, hops, loss.tocsr(), outward.sum()


def meeting_probability(loss):
    """Chance that two walkers share a site before either leaves
    (conjugate gradients; the solution is symmetric, 1 on the diagonal)."""
    def apply(X):
        Y = loss @ X
        Y = Y + Y.T
        np.fill_diagonal(Y, 0.0)
        return Y
    residual = -2*loss.toarray()
    np.fill_diagonal(residual, 0.0)
    X = np.zeros_like(residual)
    direction = residual.copy()
    norm = np.vdot(residual, residual)
    target = 1e-16 * norm
    for _ in range(3000):
        image = apply(direction)
        step = norm / np.vdot(direction, image)
        X += step * direction
        residual -= step * image
        new = np.vdot(residual, residual)
        if new < target:
            break
        direction = residual + (new/norm) * direction
        norm = new
    else:
        raise RuntimeError("conjugate gradients did not converge")
    np.fill_diagonal(X, 1.0)
    return X


def lattice_rates(R):
    near, hops, loss, outward = lattice_island(R)
    sites = len(near)
    occupation = spsolve(loss.tocsc(), np.full(sites, site_flux/hop_rate))
    every = hop_rate * occupation @ (hops @ occupation)
    chance = meeting_probability(loss)
    first = site_flux * np.sum(occupation @ chance)
    return dict(near=near, sites=sites, outward=outward, occupation=occupation,
                mean=occupation.sum(), every=every, first=first,
                R=np.sqrt(sites*site_area/np.pi))


# random walks on a small island test both pair rates
small = lattice_rates(1.0)
rng = np.random.default_rng(7)
pairs = 20000
x = rng.choice(small["sites"], pairs, p=small["occupation"]/small["mean"])
y = rng.integers(small["sites"], size=pairs)
walkers = np.stack([x, y])
met = x == y
meetings = np.zeros(pairs)
alive = np.arange(pairs)
while alive.size:
    mover = rng.integers(2, size=alive.size)
    old = walkers[mover, alive]
    new = small["near"][old, rng.integers(6, size=alive.size)]
    outside = new < 0
    leaves = outside & (rng.random(alive.size) < exit_factor)
    walkers[mover, alive] = np.where(outside, old, new)
    together = ~outside & (walkers[0, alive] == walkers[1, alive])
    meetings[alive] += together
    met[alive] |= together
    alive = alive[~leaves]
pair_creation = site_flux * small["sites"] * small["mean"]
chance_linear = small["first"] / pair_creation
count_linear = small["every"] / pair_creation
assert abs(met.mean() - chance_linear) < 4*met.std()/np.sqrt(pairs)
assert abs(meetings.mean() - count_linear) < 4*meetings.std()/np.sqrt(pairs)

islands = {R: lattice_rates(R) for R in (2.0, 3.0, 4.0)}
big = islands[radius]


def mean_number(R):
    return np.pi*F/(4*D) * (R**4/2 + 2*R**3*s)


# the continuum drops terms of relative order spacing/R (0.07 here)
bonds_continuum = 12*big["R"]*spacing/site_area
assert abs(big["outward"]/bonds_continuum - 1) < 0.05
number_ratio = big["mean"] / mean_number(big["R"])
every_ratio = big["every"] / formula_rate(big["R"], s, 1, F, D, g1)
assert abs(number_ratio - 1) < 0.08
assert abs(every_ratio - 1) < 0.15
assert all(v["first"] < v["every"] for v in islands.values())

span = np.log(islands[4.0]["R"] / islands[2.0]["R"])
slope_every = np.log(islands[4.0]["every"]/islands[2.0]["every"]) / span
slope_first = np.log(islands[4.0]["first"]/islands[2.0]["first"]) / span

# ---------------- worked example and neglected effects ----------------
rate = formula_rate(radius, s, 1, F, D, g1)
arrival = F * np.pi * radius**2
residence = mean_number(radius) / arrival
breakup = attempt_rate * np.exp(-(barrier_diffusion + binding_dimer)/kT)

print(f"temperature {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"lattice spacing {spacing} nm, site area {site_area:.5f} nm^2")
print(f"attempt rate {attempt_rate:.0e} 1/s")
print(f"diffusion barrier {barrier_diffusion:.2f} eV")
print(f"extra edge barrier {barrier_edge:.2f} eV")
print(f"dimer binding {binding_dimer:.2f} eV")
print(f"flux {site_flux} ML/s = {F:.4f} nm^-2 s^-1")
print(f"hop rate {hop_rate:.3e} 1/s, diffusivity D = {D:.3e} nm^2/s")
print(f"D = {D*1e-14:.3e} cm^2/s")
print(f"edge factor exp(-dE/kT) = {exit_factor:.5f}")
print(f"Ehrlich-Schwoebel length s = {s:.3f} nm")
print(f"encounter constant g1 = {g1:.4f} (no unit)")
print(f"island radius R = {radius:.1f} nm")
print(f"density at centre {formula_density(0, radius, s, F, D):.3e} nm^-2")
print(f"density at edge {formula_density(radius, radius, s, F, D):.3e} nm^-2")
print(f"R^2+2Rs = {radius**2+2*radius*s:.3f} nm^2, 2Rs = {2*radius*s:.3f} nm^2")
print(f"(R^2+2Rs)^3 = {(radius**2+2*radius*s)**3:.4e} nm^6")
print(f"(2Rs)^3 = {(2*radius*s)**3:.4e} nm^6")
print(f"mean-field rate, i=1: {rate:.3e} 1/s")
print(f"same with s=0: {formula_rate(radius, 0, 1, F, D, g1):.3e} 1/s")
for R in (2.0, 3.0, 6.0):
    print(f"mean-field rate at R={R:.0f} nm: {formula_rate(R, s, 1, F, D, g1):.3e} 1/s")
for i in (1, 2, 3):
    growth = formula_rate(4, s, i, F, D)/formula_rate(2, s, i, F, D)
    print(f"i={i}: rate(4 nm)/rate(2 nm) = {growth:.2f}")
for i, (weak, middle, strong) in exponents.items():
    print(f"i={i} exponent of R: s=0 {weak:.3f}, here {middle:.3f}, s=10^4 R {strong:.3f}")
print(f"largest relative error: profile {profile_error:.1e}, rate {rate_error:.1e}")
print(f"cluster law powers: dimers {cluster_powers[0]:.4f}, trimers {cluster_powers[1]:.4f}")
print(f"walks, R=1 nm: meeting chance {met.mean():.4f}, linear solve {chance_linear:.4f}")
print(f"walks, R=1 nm: mean meetings {meetings.mean():.4f}, product law {count_linear:.4f}")
print(f"lattice island: {big['sites']} sites, {big['outward']} outward bonds")
print(f"continuum count of outward bonds {bonds_continuum:.1f}")
print(f"lattice/continuum: adatom number {number_ratio:.4f}, meetings {every_ratio:.4f}")
for R, v in islands.items():
    print(f"R={R:.0f} nm: all meetings {v['every']:.3e}, first {v['first']:.3e} 1/s,"
          f" ratio {v['every']/v['first']:.3f}")
print(f"exponent of R, 2 to 4 nm: all meetings {slope_every:.3f}, first {slope_first:.3f}")
print(f"mean number of adatoms on island {mean_number(radius):.3e}")
print(f"arrival rate on island {arrival:.3f} 1/s")
print(f"mean residence time {residence:.3e} s")
print(f"time to deposit one monolayer {1/site_flux:.0f} s")
print(f"dimer break-up rate (rough) {breakup:.3e} 1/s")
print(f"break-up rate / arrival rate {breakup/arrival:.3e}")

# the example must lie where its own assumptions hold
assert mean_number(radius) < 0.01
assert breakup < 0.1 * arrival
assert residence < 1e-3 / site_flux
print("OK")
```

Output:

```
temperature 250 K, kT = 0.02154 eV
lattice spacing 0.28 nm, site area 0.06790 nm^2
attempt rate 1e+13 1/s
diffusion barrier 0.30 eV
extra edge barrier 0.06 eV
dimer binding 0.40 eV
flux 0.01 ML/s = 0.1473 nm^-2 s^-1
hop rate 8.959e+06 1/s, diffusivity D = 1.756e+05 nm^2/s
D = 1.756e-09 cm^2/s
edge factor exp(-dE/kT) = 0.06172
Ehrlich-Schwoebel length s = 3.563 nm
encounter constant g1 = 3.4641 (no unit)
island radius R = 4.0 nm
density at centre 9.332e-06 nm^-2
density at edge 5.977e-06 nm^-2
R^2+2Rs = 44.503 nm^2, 2Rs = 28.503 nm^2
(R^2+2Rs)^3 = 8.8137e+04 nm^6
(2Rs)^3 = 2.3155e+04 nm^6
mean-field rate, i=1: 1.820e-03 1/s
same with s=0: 1.147e-04 1/s
mean-field rate at R=2 nm: 8.921e-05 1/s
mean-field rate at R=3 nm: 5.115e-04 1/s
mean-field rate at R=6 nm: 1.149e-02 1/s
i=1: rate(4 nm)/rate(2 nm) = 20.40
i=2: rate(4 nm)/rate(2 nm) = 46.80
i=3: rate(4 nm)/rate(2 nm) = 108.35
i=1 exponent of R: s=0 6.000, here 4.463, s=10^4 R 4.000
i=2 exponent of R: s=0 8.000, here 5.729, s=10^4 R 5.000
i=3 exponent of R: s=0 10.000, here 7.015, s=10^4 R 6.000
largest relative error: profile 3.5e-08, rate 4.2e-07
cluster law powers: dimers 2.0000, trimers 3.0000
walks, R=1 nm: meeting chance 0.4997, linear solve 0.5001
walks, R=1 nm: mean meetings 1.5433, product law 1.5442
lattice island: 745 sites, 198 outward bonds
continuum count of outward bonds 198.6
lattice/continuum: adatom number 0.9805, meetings 0.9348
R=2 nm: all meetings 7.705e-05, first 2.582e-05 1/s, ratio 2.984
R=3 nm: all meetings 4.752e-04, first 1.619e-04 1/s, ratio 2.936
R=4 nm: all meetings 1.725e-03, first 5.888e-04 1/s, ratio 2.931
exponent of R, 2 to 4 nm: all meetings 4.498, first 4.524
mean number of adatoms on island 3.847e-04
arrival rate on island 7.403 1/s
mean residence time 5.197e-05 s
time to deposit one monolayer 100 s
dimer break-up rate (rough) 7.738e-02 1/s
break-up rate / arrival rate 1.045e-02
OK
```
